# Boron Acceptor Occupation in Diamond with a Split-Off Bound Level

Q: A fourfold valence-band edge gives an acceptor a degeneracy factor of 4. In diamond the spin-orbit splitting is only a few meV, well below $kT$ at room temperature. Which factor belongs to boron there?

A: Count the states first. Take one isolated boron atom on a lattice site of unstrained diamond. It is either ionized, with charge $-e$ and no bound hole, or neutral, with one bound hole. The ionized site has all its bonding orbitals filled, which is one state. The bound hole is built from the valence-band edge, which has three p-like orbital components, and has two spin directions. That gives six one-hole states.

Q: Six states, but not six equal energies.

A: No. Spin-orbit coupling divides them. The three components act as an angular momentum $L=1$, with spin $S=1/2$, and the total $J$ is $3/2$ or $1/2$. With all angular momenta in units of $\hbar$, $J^2=L^2+S^2+2\,\mathbf L\cdot\mathbf S$ gives

$$\mathbf L\cdot\mathbf S=\tfrac12\left[J(J+1)-2-\tfrac34\right]=\begin{cases}+\tfrac12,&J=\tfrac32\ \text{(four states)}\\-1,&J=\tfrac12\ \text{(two states)}.\end{cases}$$

At the valence edge the $J=3/2$ electron states are the higher ones. A hole is a missing electron, so its energy scale is reversed and $J=3/2$ is its ground level. The coupling for the hole is therefore $-(2\Delta/3)\,\mathbf L\cdot\mathbf S$ with $\Delta>0$. Its energies are $-\Delta/3$ for the quartet and $+2\Delta/3$ for the doublet, which are $\Delta$ apart. Here $\Delta$ is the splitting of the bound level. The band edge has its own splitting $\Delta_{so}$, and the two need not be equal.

Q: How does the Fermi level enter? I lose track of signs with holes.

A: Count electrons. Let the ionized site have $n$ electrons and energy $E_-$. A neutral site has $n-1$ electrons and energy $E_i$. In equilibrium a state of energy $E$ with $N$ electrons has weight $\exp[-(E-E_FN)/kT]$. Relative to the ionized state, neutral state $i$ has weight

$$\frac{e^{-[E_i-E_F(n-1)]/kT}}{e^{-[E_--E_Fn]/kT}}=e^{-(E_i-E_-+E_F)/kT}.$$

Let $E_0$ be the neutral ground energy and define the acceptor level by $E_A=E_--E_0$, the energy needed to add an electron to the neutral ground state. The quartet has $E_i=E_0$ and the doublet $E_i=E_0+\Delta$. The sum of the six weights is the ratio of neutral to ionized sites:

$$\frac{N^0}{N^-}=4e^{(E_A-E_F)/kT}+2e^{(E_A-\Delta-E_F)/kT}=g\,e^{(E_A-E_F)/kT},$$

$$g(T)=4+2e^{-\Delta/kT}.$$

Since $N^0+N^-=N_A$, division by $N^-$ gives $N_A/N^-=1+N^0/N^-$, and so

$$\frac{N^-}{N_A}=\frac{1}{1+g\,e^{(E_A-E_F)/kT}}.$$

Q: And where is $E_A$ on the band diagram?

A: Start from the ionized site. Removing an electron from the valence edge $E_v$ makes a free hole and changes the energy by $-E_v$. Binding that hole releases the binding energy $E_b$. Hence $E_0=E_--E_v-E_b$, and $E_A=E_v+E_b$. The split-off state is less strongly bound, so its exchange level is $E_A-\Delta$, nearer the valence edge.

Q: Then why not treat these as two acceptor levels, one with degeneracy 4 and one with degeneracy 2, and add their neutral fractions?

A: Because they belong to the same site and exclude each other. Put $E_F=E_A$ at 300 K with $\Delta=6$ meV, for which $e^{-\Delta/kT}=0.793$. Your two fractions would be $4/5=0.80$ and $1.586/2.586=0.61$. Their sum is 1.41 neutral states per site, which is impossible. The correct fraction is $g/(1+g)=5.586/6.586=0.848$.

Q: What if I treat the six orbitals as independent and use six Fermi functions?

A: That would be right if bound holes did not repel each other. The mean hole number at the same Fermi level would then be

$$\frac42+\frac{2}{1+e^{\Delta/kT}}=2.884 .$$

Repulsion prevents this filling. Our sum over states keeps none or one hole and drops the rest of the $2^6=64$ occupations.

Q: Dropping them is an assumption. A neutral acceptor might bind a second hole weakly.

A: It might, so let us size it. Suppose that each pair of holes has repulsion $U=0.35$ eV while $E_b=0.37$ eV. The second hole is then bound by about 20 meV, a rough assumed value. Six pairs have both holes in the quartet, eight have one in each level, and one has both in the doublet. With $x=e^{-\Delta/kT}$, the same weights as before give

$$\frac{N^+}{N^0}=\frac{6+8x+x^2}{4+2x}\,e^{[E_b-U-(E_F-E_v)]/kT}.$$

For the example below, $E_F-E_v=0.300$ eV at 300 K. The prefactor is 2.3 and the ratio is $4.5\times10^{-5}$. These positive sites lower the free-hole density by 0.33 %. The free-hole density $p$, derived below, varies with the Fermi level by the same factor $e^{-(E_F-E_v)/kT}$ as $N^+/N^0$. At a given temperature $N^+/p$ is therefore proportional to $N^0$ and does not otherwise depend on the Fermi level. It is about 0.024 here, and it grows with the density of neutral acceptors, so the second hole can matter in more heavily doped layers. It changes $p$ appreciably only if compensation is weak, so that $N^+$ is not small against $N_D$.

Q: Does $g$ have sensible limits?

A: For $kT\ll\Delta$ the doublet is empty and $g\to4$. For $kT\gg\Delta$ the expansion $e^{-\Delta/kT}\approx1-\Delta/kT$ gives $g\approx6-2\Delta/kT$, which approaches 6. With $\Delta=6$ meV, $g$ is 4.06 at 20 K, 4.74 at 70 K and 5.59 at 300 K. The upper limit also requires $kT\ll E_b$, since otherwise further bound states enter.

One may also absorb the factor into the level:

$$g\,e^{(E_A-E_F)/kT}=e^{(E_A+kT\ln g-E_F)/kT}.$$

Using 4 in place of 5.586 therefore misplaces this effective level by $kT\ln(5.586/4)=8.6$ meV at 300 K.

Q: I measure free holes, not site occupations. Does the split-off valence band alter the count as well?

A: Yes, and it must be included for consistency. Use parabolic, isotropic bands $b$ with masses $m_b$ and edges $\Delta_b$ below $E_v$, where $\Delta_b=0$ for the heavy and light bands and $\Delta_{so}$ for the third. If $E_F$ lies several $kT$ above $E_v$, the probability of a missing electron at energy $E$ is $e^{-(E_F-E)/kT}$. With two spin states per wavevector,

$$p=\sum_b2\int\frac{d^3k}{(2\pi)^3}\,e^{-[E_F-E_v+\Delta_b+\hbar^2k^2/2m_b]/kT}.$$

The Gaussian integral is $\int d^3k\,e^{-\hbar^2k^2/2m_bkT}=(2\pi m_bkT/\hbar^2)^{3/2}$. Dividing by $(2\pi)^3$ and using $h=2\pi\hbar$ gives

$$p=N_ve^{-(E_F-E_v)/kT},\qquad N_v=\sum_b2\left(\frac{2\pi m_bkT}{h^2}\right)^{3/2}e^{-\Delta_b/kT}.$$

Parabolic bands are a simplification here. Because $\Delta_{so}$ is well below $kT$, the light and split-off bands mix within the thermal energy range, and their band-edge masses do not describe most of the holes in these two bands. In an isotropic six-band model with edge masses of 0.6, 0.3 and 0.4 electron masses and $\Delta_{so}=6$ meV, $N_v$ at 300 K is about 17 % larger than this sum. Real diamond bands are also warped, and once the three bands mix the top one is very heavy along [110]. Six-band models with the Luttinger parameters $(\gamma_1,\gamma_2,\gamma_3)=(2.54,-0.10,0.63)$ and $(2.67,-0.40,0.68)$ have edge masses within about 15 % of ours, yet with $\Delta_{so}=6$ meV their $N_v$ at 300 K is about 1.8 and 3.4 times our parabolic sum. The second factor is sensitive: a change of 0.01 in $\gamma_3$ moves it by about 8 %. It rests on a [110] mass of about 4 electron masses in a model kept quadratic in $k$, while thermal holes reach about a tenth of the way to the zone boundary in that direction. The band splitting is itself uncertain: values from about 6 to 13 meV are quoted, and 13 meV lowers these six-band $N_v$ by 7 to 8 %.

Now multiply $p$ by $N^-/N^0=g^{-1}e^{-(E_A-E_F)/kT}$. The Fermi level cancels:

$$\frac{pN^-}{N^0}=K,\qquad K=\frac{N_v}{g}\,e^{-E_b/kT}.$$

Q: That still leaves $N^-$ unknown.

A: Charge neutrality fixes it. Let $N_D<N_A$ compensating donors all be ionized. Then $N^-=p+N_D$ and $N^0=N_A-N_D-p$. Inserting both,

$$p(p+N_D)=K(N_A-N_D-p),$$

$$p^2+(N_D+K)p-K(N_A-N_D)=0,$$

$$p=\tfrac12\left[-(N_D+K)+\sqrt{(N_D+K)^2+4K(N_A-N_D)}\right].$$

The plus sign is needed for a positive density.

Q: So does an error in $g$ pass straight into $p$?

A: That depends on compensation and on how complete the ionization is. If $K$ and $p$ are both small against $N_D$, the equation reduces to $p\approx K(N_A-N_D)/N_D$, so $p\propto1/g$. If $N_D=0$ and $K\ll N_A$, it gives $p\approx\sqrt{KN_A}$, so $p\propto1/\sqrt g$. In between, take the logarithm of the mass-action law and differentiate at fixed $N_A$ and $N_D$:

$$\frac{d\ln K}{d\ln p}=1+\frac{p}{p+N_D}+\frac{p}{N_A-N_D-p}.$$

The reciprocal of the right side is the fraction of a small relative change in $K$ that reaches $p$. It falls towards zero as the last neutral acceptors ionize.

Q: Give me numbers for a plausible layer.

A: Take $N_A=10^{17}$ cm$^{-3}$, $N_D=10^{15}$ cm$^{-3}$, $E_b=0.37$ eV and $\Delta=\Delta_{so}=6$ meV. Let the heavy, light and split-off masses be 0.6, 0.3 and 0.4 electron masses. At 300 K, $kT=25.85$ meV and $N_v=2.082\times10^{19}$ cm$^{-3}$, so

$$K=\frac{2.082\times10^{19}}{5.586}\,e^{-370/25.85}=2.27\times10^{12}\ \text{cm}^{-3}.$$

In the quadratic, $N_D+K=1.002\times10^{15}$ cm$^{-3}$ and $K(N_A-N_D)=2.245\times10^{29}$ cm$^{-6}$. The square root is $1.379\times10^{15}$ cm$^{-3}$, and

$$p=1.89\times10^{14}\ \text{cm}^{-3}.$$

In SI units this is $1.89\times10^{20}$ m$^{-3}$. The ionized fraction is $(p+N_D)/N_A=1.19$ %, and most of that charge balances donors rather than free holes.

With the same inputs but $g$ fixed at 4, $p$ would be $2.50\times10^{14}$ cm$^{-3}$, which is 33 % higher. With $g=6$ it would be $1.77\times10^{14}$ cm$^{-3}$, 6 % lower. So at room temperature 6 is the better round number for this $\Delta$.

Q: Power devices run hot. Does the choice still matter?

A: Less, for this doping. Within the six-state model:

| $T$ (K) | $g$ | $p$ (cm$^{-3}$) | ionized | excess in $p$ if $g=4$ |
|---|---|---|---|---|
| 300 | 5.59 | $1.89\times10^{14}$ | 1.2 % | 33 % |
| 500 | 5.74 | $1.10\times10^{16}$ | 12 % | 19 % |
| 800 | 5.83 | $5.6\times10^{16}$ | 57 % | 11 % |

The gap between $g$ and 4 widens with temperature, but the transmitted fraction falls faster. The derivative above gives 0.86 at 300 K, 0.49 at 500 K and 0.30 at 800 K.

Q: Since $g$ depends on temperature, does an Arrhenius plot still give $E_b$?

A: Not directly. Write $\beta=1/kT$ and differentiate $\ln K=\ln N_v-\ln g-\beta E_b$. Each band term in $N_v$ varies as $\beta^{-3/2}e^{-\beta\Delta_b}$, so $-d\ln N_v/d\beta=\tfrac32kT+\langle\Delta_b\rangle$, where the average is over the free holes. Also

$$\frac{d\ln g}{d\beta}=-\frac{2\Delta e^{-\beta\Delta}}{g}=-\langle\varepsilon\rangle,$$

where $\langle\varepsilon\rangle$ is the mean excitation energy of a neutral acceptor. Together,

$$-\frac{d\ln K}{d\beta}=E_b+\tfrac32kT+\langle\Delta_b\rangle-\langle\varepsilon\rangle.$$

The last sign has a simple meaning: a bound hole that is already excited needs less energy to escape. At 300 K the terms are $370+38.78+1.45-1.70=408.5$ meV. Both splitting terms are small, and with the choice $\Delta=\Delta_{so}$ they also nearly cancel, so the split-off states hardly change this slope. The slope of $\ln p$ is smaller by the transmitted fraction, $0.86\times0.4085\approx0.35$ eV at fixed $N_D$, which happens to lie below $E_b$.

Q: You stopped at six bound states. A hydrogen-like acceptor has infinitely many.

A: That limits the temperature range. In a hydrogenic estimate, shell $n$ has $6n^2$ states with binding energy $E_b/n^2$, and would add

$$\delta g_n=6n^2e^{-E_b(1-1/n^2)/kT}.$$

Shells 2 to 6 together add 0.001 at 300 K and 0.19 at 500 K, the latter being 3 % of $g$. At 800 K they add 3.6, which is 61 % of $g$. Putting that larger factor into the quadratic would lower $p$ by about 14 %. The cut at $n=6$ is where the orbit radius, about 12 nm, reaches the 13 nm radius of the volume per acceptor. The size depends on that cut: stopping at $n=4$ gives 7 % and at $n=8$ gives 23 %. It also depends on the series. A binding of 0.37 eV with a relative permittivity of 5.7 corresponds to a hydrogenic mass of 0.88, heavier than any of our band-edge masses, whereas excited states follow the bands. Effective-mass levels of the isotropic model, kept down to the same binding of 10 meV, add only about 1.0 to $g$ at 800 K and lower $p$ by about 5 %. The two warped parameter sets add roughly 1.6 and 3. These two sums are only sizes: moving the cut by 2 meV changes them by 20 to 30 %, and the second still grows with the angular basis.

This is a warning and not a correction to apply. For large $n$ the terms grow as $n^2$, so the sum has no limit until the weakly bound states are treated together with the continuum and with neighbouring atoms. The 800 K row is thus approximate.

Q: Those neighbours also screen the acceptor.

A: They do, and at 300 K this matters more than the second hole or the higher shells. In linear screening with length $\lambda$, each charge $\pm e$ has its energy lowered by $e^2/(8\pi\varepsilon_r\varepsilon_0\lambda)$. Ionization creates two charges, a free hole and an ionized acceptor, so $E_b$ falls by

$$\delta E=\frac{e^2}{4\pi\varepsilon_r\varepsilon_0\lambda},\qquad\lambda=\sqrt{\frac{\varepsilon_r\varepsilon_0kT}{e^2n_s}},\qquad n_s=p+N^-\left(1-\frac{N^-}{N_A}\right).$$

The second part of $n_s$ assumes that acceptors can exchange holes as the potential varies. With $\varepsilon_r=5.7$ one finds $\lambda=77$ nm and $\delta E=3.3$ meV at 300 K. This term alone raises $K$ by 13 %, and $p$ by about 11 %. The fixed donors add to it. Their screened potentials $(e^2/4\pi\varepsilon_r\varepsilon_0r)\,e^{-r/\lambda}$, placed at random, have variance $\sigma^2=2\pi N_D\lambda\,(e^2/4\pi\varepsilon_r\varepsilon_0)^2$. Free holes gather where this potential is low and ionized acceptors where it is high. While few acceptors are ionized, each average gains a factor $e^{\sigma^2/2(kT)^2}$, which is the same as multiplying $\delta E$ by $1+N_D/2n_s$. At 300 K the total rise is then about 19 % in $K$ and 16 % in $p$. At 500 K and 800 K, $K$ rises by 25 to 28 %. There is less than one screening charge in a volume $\lambda^3$ at 300 K, so linear screening gives only a size here.

Q: Then can an experiment on such a layer tell 5.59 from 6?

A: Not from the hole density alone, on these estimates. That difference moves $p$ by 6 %, less than screening does. Masses 10 % larger would raise $N_v$ by 15 %. Even 4 against 5.6 is hard to decide. In data taken only near 300 K a shift of $E_b$ by some 9 meV can hide the difference. Over a wide temperature range that shift, $kT\ln(g/4)$, is not constant. But $p$ depends only on $N_v/g$, and $g/4$ changes little: with $g=4$, masses about 20 % smaller reproduce $p$ from 250 K to 800 K within 3 %. The hole density fixes $g$ only as well as $N_v$ is known independently.

Q: How close is your example to real material?

A: The binding energy, masses and permittivity are rough typical values for boron-doped diamond, and the doping belongs to lightly doped device layers. The masses are band-edge values, which undercount the thermal holes. The 6 meV taken for the bound level is an illustration. In effective-mass models the envelope of the bound hole makes $\Delta$ smaller than $\Delta_{so}$, to first order by a factor of about 0.9 in the isotropic model and 0.5 to 0.8 in the warped ones. Electronic Raman data put it near 2 meV, lower than these factors give from 6 meV, so $g\approx5.85$ is the value to expect for boron at 300 K. The choice costs little: at fixed $\Delta_{so}$ and 300 K, $\Delta=2$ meV gives $g=5.85$ and $\Delta=13$ meV gives 5.21, which moves $p$ by $-4$ % and $+6$ %. Real layers are also strained. A uniaxial strain that splits the quartet by 1.1 meV lowers $g$ from 5.59 to about 5.46, counted from the new lowest level. Nearly all of this drop is the shift of that reference level. With the band edge split by the same strain, $K$ changes by less than 0.1 %.

Of the assumptions sized here, two cost the most in this layer at 300 K. Parabolic bands with band-edge masses cost about 15 % in $p$ in the isotropic model and more than 50 % in the warped ones, so the hole densities above illustrate the role of $g$ and are not predictions for diamond. Isolation costs about 16 %. In heavily doped contact layers bound holes overlap and an isolated-site formula no longer applies. Under bias, a depletion region is not in equilibrium, and $E_F$ cannot simply be inserted there. The numerical output below lists the values for all three temperatures.

## Numbers as computed

```
N_A = 1.0e+17 cm^-3, N_D = 1.0e+15 cm^-3
E_b = 0.370 eV; Delta = 6.0 meV (bound level)
Delta_so = 6.0 meV (band); eps_r = 5.7
band masses / m_e: 0.6 0.3 0.4
One-hole levels above ground (meV): 0.00 0.00 0.00 0.00 6.00 6.00
g at 20, 70 K: 4.062 4.740
g at 300 K for Delta = 2, 6, 13 meV: 5.851 5.586 5.210
Mean holes at E_F=E_A, 300 K: one-hole site 0.848
  same, independent orbitals (U=0): 2.884
p(g=4)/p(g=6) at 200 K: compensated 1.4999
  same, no donors: 1.2247
--- T = 300 K, kT = 25.85 meV
exp(-Delta/kT) = 0.7929, g = 5.586
N_v = 2.082e+19, K = 2.268e+12 cm^-3
p = 1.886e+14 cm^-3, E_F-E_v = 0.3002 eV
ionized fraction = 1.19 %
p with g=4: 2.502e+14 cm^-3
p with g=6: 1.772e+14 cm^-3
two-hole/one-hole sites = 4.5e-05, p change -0.33 %
added to g: shell n=2 5.23e-04, n=2..6 1.18e-03
screening: length 77.3 nm, E_b lower by 3.3 meV
  K higher by 13 %; band filling p/N_v = 9.1e-06
--- T = 500 K, kT = 43.09 meV
exp(-Delta/kT) = 0.8700, g = 5.740
N_v = 4.585e+19, K = 1.489e+15 cm^-3
p = 1.096e+16 cm^-3, E_F-E_v = 0.3593 eV
ionized fraction = 11.96 %
p with g=4: 1.306e+16 cm^-3
p with g=6: 1.073e+16 cm^-3
two-hole/one-hole sites = 9.1e-04, p change -0.41 %
added to g: shell n=2 3.83e-02, n=2..6 1.86e-01
screening: length 25.1 nm, E_b lower by 10.1 meV
  K higher by 26 %; band filling p/N_v = 2.4e-04
--- T = 800 K, kT = 68.94 meV
exp(-Delta/kT) = 0.9166, g = 5.833
N_v = 9.408e+19, K = 7.528e+16 cm^-3
p = 5.624e+16 cm^-3, E_F-E_v = 0.5117 eV
ionized fraction = 57.24 %
p with g=4: 6.266e+16 cm^-3
p with g=6: 5.576e+16 cm^-3
two-hole/one-hole sites = 1.9e-03, p change -0.16 %
added to g: shell n=2 4.29e-01, n=2..6 3.55e+00
screening: length 16.4 nm, E_b lower by 15.4 meV
  K higher by 25 %; band filling p/N_v = 6.0e-04
--- further numbers at 300 K
kT*ln(g/4) = 8.63 meV
mean bound excitation = 1.703 meV
mean band offset = 1.451 meV
slope of ln K = 0.4085 eV
strain splits quartet by 1.08 meV: g = 5.465
masses 10 % larger: N_v up by 15.4 %
```
